\section*{Acoustic form factors: density overlaps or phonon-wavevector integrals}

\section{What dimensions and locality fix}

When the deformation potential is constant and the phonons are classically occupied, a subband transport calculation needs one number per pair of subbands to describe acoustic scattering across the channel: the form factor. It can be evaluated from the envelope functions in real space, or by integrating over the phonon wavevector $q_z$ normal to the channel. Dimensions fix its unit, and the spectrum of the phonon potential shows when the real-space form reduces to an overlap of densities.

Let a longitudinal acoustic phonon shift the band edge by $D$ times the dilation, with $D$ constant. In a crystal of density $\rho$ and sound speed $u$ at temperature $T$, the strength of the thermal potential is
\begin{equation}
C=\frac{D^2k_BT}{\rho u^2}.
\end{equation}
Since $\rho u^2$ is an energy per volume, $C$ has the dimension energy$^2\times$volume. The golden rule multiplies it by $1/\hbar$ and by a two-dimensional density of states proportional to $m/\hbar^2$, where $m$ is the in-plane mass. The product $Cm/\hbar^3$ is a length per time, so a rate requires a further factor $F_{mn}$ of dimension 1/length.

Each of the two matrix elements in the squared coupling contains $p(z)=\psi_m^*(z)\psi_n(z)$. In a uniform crystal they are connected by a kernel that depends on the separation:
\begin{equation}
F_{mn}=\iint p(z)K(z-z')p^*(z')\,dz\,dz'.
\end{equation}
In the classical thermal regime, $\hbar uq\ll k_BT$, all wavevectors that matter have the same potential strength $C$; for $u=9000$ m/s at 300 K this means $q\ll4.4$ nm$^{-1}$. A flat spectrum transforms into $K=\delta(z-z')$, hence
\begin{equation}
F_{mn}=\int|\psi_m(z)|^2|\psi_n(z)|^2\,dz .
\label{density}
\end{equation}
Stretching normalised envelopes by $\lambda$ divides $F_{mn}$ by $\lambda$. Its inverse is an effective width.

\section{The rate and the factor $1/2\pi$}

Assume bulk-like phonons with $\omega=uq$, parabolic in-plane motion, and normalised single-component envelopes. Define
\begin{equation}
I_{mn}(q_z)=\int\psi_m^*\psi_n e^{iq_zz}\,dz .
\end{equation}
For one mode in volume $V$, the squared coupling is
\begin{equation}
|M_\pm|^2=\frac{\hbar D^2q^2}{2\rho\omega V}
\left(N+\tfrac12\pm\tfrac12\right)|I_{mn}|^2,
\end{equation}
where $N$ is the phonon occupation and the upper sign means emission. If the phonon energy is neglected in energy conservation, the two processes add and give $2N+1$. With $x=\hbar\omega/k_BT$,
\begin{equation}
2N+1=\coth\frac x2=\frac2x+\frac x6+\cdots .
\end{equation}
Equipartition keeps $2/x$; the first relative correction is $x^2/12$. Then
\begin{equation}
|M_+|^2+|M_-|^2=
\frac{\hbar D^2q^2}{2\rho uqV}\frac{2k_BT}{\hbar uq}|I_{mn}|^2
=\frac CV|I_{mn}|^2 .
\end{equation}
All powers of $q$ have cancelled.

Write $V=AL_z$. In-plane momentum conservation turns the sum over in-plane phonon wavevectors into a sum over final electron wavevectors:
\begin{equation}
\sum_{\mathbf k'}\delta\!\left(E_n+\frac{\hbar^2k'^2}{2m}-E\right)
=\frac{Am}{2\pi\hbar^2}\,\theta(E-E_n).
\end{equation}
There is no spin factor because this coupling preserves spin. The remaining sum is $L_z\int dq_z/2\pi$, so
\begin{align}
\Gamma_{mn}&=\frac{2\pi}{\hbar}\frac{C}{AL_z}
\frac{Am}{2\pi\hbar^2}L_z\int_{-\infty}^{\infty}
\frac{dq_z}{2\pi}|I_{mn}|^2\,\theta(E-E_n)\nonumber\\
&=\frac{D^2k_BT\,m}{\hbar^3\rho u^2}F_{mn}\,\theta(E-E_n),
\label{rate}
\end{align}
where
\begin{equation}
F_{mn}=\frac1{2\pi}\int_{-\infty}^{\infty}|I_{mn}(q_z)|^2dq_z .
\label{fourier}
\end{equation}
For real envelopes $|I_{mn}|^2$ is even, and integration over positive $q_z$ takes the prefactor $1/\pi$.

To recover the density formula, expand the square:
\begin{align}
F_{mn}&=\iint p(z)p^*(z')
\left[\frac1{2\pi}\int e^{iq_z(z-z')}dq_z\right]dz\,dz'\nonumber\\
&=\iint p(z)p^*(z')\delta(z-z')\,dz\,dz'
=\int|p(z)|^2dz .
\end{align}
For one component, $|p|^2=|\psi_m|^2|\psi_n|^2$. For several components $s$, $p=\sum_s\psi_{ms}^*\psi_{ns}$, and the square must be taken after this sum.

\section{The real-space setting}

Take hard walls at $z=0$ and $W$, and $N_g$ interior points $z_j=jh$ with $h=W/(N_g+1)$. With normal mass $m_z$ and potential $V_j$, solve
\begin{equation}
-\frac{\hbar^2}{2m_z}\frac{\psi_{j+1}-2\psi_j+\psi_{j-1}}{h^2}
+V_j\psi_j=E\psi_j .
\end{equation}
Normalise by $h\sum_j|\psi_j|^2=1$ and evaluate
\begin{equation}
F_{mn}^{(h)}=h\sum_j|\psi_{m,j}|^2|\psi_{n,j}|^2 .
\end{equation}

The second difference equals $\psi''+h^2\psi''''/12+O(h^4)$. For smooth potentials and separated levels, this changes the envelopes, and so $F$, at order $h^2$. Writing $F^{(h)}=F+ah^2+bh^4+\cdots$ gives
\begin{align}
\frac{4F^{(h)}-F^{(2h)}}3
&=\frac{3F+(4-4)ah^2+(4-16)bh^4}{3}+\cdots\nonumber\\
&=F-4bh^4+\cdots .
\end{align}

The flat well checks the normalisation. With $\xi=\pi z/W$ and $\psi_m=\sqrt{2/W}\sin m\xi$,
\begin{align}
|\psi_m|^2|\psi_n|^2={}&\frac1{W^2}(1-\cos2m\xi)(1-\cos2n\xi)\nonumber\\
={}&\frac1{W^2}\big[1-\cos2m\xi-\cos2n\xi\nonumber\\
&+\tfrac12\cos2(m+n)\xi+\tfrac12\cos2(m-n)\xi\big].
\end{align}
The oscillating terms integrate to zero, so $F_{mn}=(1+\tfrac12\delta_{mn})/W$. Sampled sines are also eigenvectors of the second difference. The wall point $j=0$, where the product is zero, can be added to the grid sum without changing it; over these $N_g+1$ points each oscillating cosine sums to zero when $m+n<N_g+1$. The flat well therefore cannot reveal the $h^2$ error of a tilted well.

\section{The wavevector setting: spacing and cutoff}

For real $p$, let $R(s)=\int p(z)p(z+s)\,dz$. Then $|I(q)|^2=\int R(s)e^{iqs}ds$. Sampling at multiples of $\Delta q$ gives
\begin{align}
S&=\frac{\Delta q}{2\pi}\int R(s)\sum_k e^{ik\Delta q\,s}\,ds
=\sum_l R\!\left(\frac{2\pi l}{\Delta q}\right)\nonumber\\
&=F+2\sum_{l\ge1}R\!\left(\frac{2\pi l}{\Delta q}\right),
\end{align}
because the sum of exponentials is $(2\pi/\Delta q)\sum_l\delta(s-2\pi l/\Delta q)$, $R(0)=F$, and $R$ is even. Since $R(s)=0$ for $|s|\ge W$, the infinite sum has no spacing error when $\Delta q\le2\pi/W$.

At $\Delta q=4\pi/W$ the error is $2R(W/2)$. In the flat well, $\psi_2^2$ repeats after $W/2$, so $R(W/2)=F_{22}/2$ and the computed form factor doubles. For the pair 12, the shift turns $\sin\xi\sin2\xi$ into $-\cos\xi\sin2\xi$:
\begin{align}
R(W/2)&=-\frac4{W^2}\int_0^{W/2}\sin\xi\cos\xi\sin^22\xi\,dz\nonumber\\
&=-\frac2{W^2}\int_0^{W/2}\sin^32\xi\,dz=-\frac4{3\pi W}.
\end{align}
With $F_{12}=1/W$ the relative error is $-8/3\pi=-0.85$. Coarse sampling can err in either direction.

The cutoff $Q$ is a separate choice. At a hard wall both envelopes vanish, so $p=p'=0$ and $p''=2\psi_m'\psi_n'$. Three integrations by parts give
\begin{equation}
I(q)=\frac{p''(W)e^{iqW}-p''(0)}{(iq)^3}+O(q^{-4}).
\end{equation}
The cross term in $|I|^2$ oscillates and contributes at higher order after integration. The missing part is therefore
\begin{equation}
\frac1\pi\int_Q^\infty|I|^2dq\simeq
\frac{p''(0)^2+p''(W)^2}{5\pi Q^5}.
\label{tail}
\end{equation}
In the flat well $|p''|=4\pi^2mn/W^3$ at both walls. Dividing (\ref{tail}) by $F_{mn}$ gives the relative loss
\begin{equation}
\epsilon\simeq\frac{32\pi^3m^2n^2}{5(1+\frac12\delta_{mn})(QW)^5},
\qquad QW\gg(m+n)\pi .
\label{cut}
\end{equation}
For the pair 11, $\epsilon=10^{-4}$ requires $QW\simeq17$. In this range the law gives only the scale: the exact loss is 1.7 times (\ref{cut}) at $QW=15$ and 1.4 times at $QW=20$, so a margin is needed.

\section{A tilted silicon channel}

Consider an 8 nm silicon (001) channel at 300 K in a field of 0.10 MV/cm, with $m_z=0.916\,m_0$, $m=0.19\,m_0$, $D=12$ eV, $\rho=2329$ kg/m$^3$ and $u=9000$ m/s. These are model inputs close to typical values; digits beyond the second, in the inputs and in the rates below, serve only to make the arithmetic reproducible. The numerical output labels its two sound speeds km/s; the figures 9000 and 5400 are in m/s.

The levels are 37.6, 67.0 and 99.5 meV. For $F_{11}$, spacings of 0.04 and 0.02 nm give
\begin{equation}
\frac{4(0.2605632)-0.2605697}{3}\simeq0.26056\ \mathrm{nm}^{-1}.
\end{equation}
The comparison values come from Airy functions that satisfy both wall conditions, inserted in (\ref{fourier}) up to 30 nm$^{-1}$. A test required relative agreement within $10^{-6}$ and passed for all three pairs:
\begin{center}
\begin{tabular}{cccc}
pair & $F$ (nm$^{-1}$) & $1/F$ (nm) & $\Gamma$ (ps$^{-1}$)\\
11 & 0.2606 & 3.84 & 3.12\\
12 & 0.1108 & 9.02 & 1.33\\
22 & 0.2015 & 4.96 & 2.41
\end{tabular}
\end{center}
At fixed width, the field raises $F_{11}$ from its flat-well value 0.1875 nm$^{-1}$ by 39\% and lowers $F_{12}$ from 0.1250 nm$^{-1}$ by 11\%.

The prefactor in (\ref{rate}) is 11.98 nm/ps, so $\Gamma_{11}=11.98\times0.2606=3.12$ ps$^{-1}$. The rates refer to a total energy $E_2+k_BT=92.9$ meV, below the third subband. An electron in subband 1 then scatters at $3.12+1.33=4.45$ ps$^{-1}$.

A Fourier transform on the same grid is a weaker check. With $P_k=h\sum_jp_je^{-2\pi ijk/N_g}$, orthogonality of the exponentials gives
\begin{equation}
\frac1{N_gh}\sum_k|P_k|^2=h\sum_j|p_j|^2
\end{equation}
for any $p_j$, accurate or not. At $h=0.4$ nm the two sides agreed within a relative $10^{-12}$, while $F_{11}$ was 0.33\% too large.

Doubling the largest safe $\Delta q$ changes $F_{11}$, $F_{12}$ and $F_{22}$ by $+8$, $-46$ and $+66$\%. Restricting the integral to $|q_z|<1$ nm$^{-1}$ recovers 87\% of $F_{11}$ but 53\% of $F_{12}$. Orthogonality makes $I_{12}(0)=0$, whereas $I_{11}(0)=1$. At 4 nm$^{-1}$ all three losses are below 0.03\%. At 30 nm$^{-1}$ the missing tails agree with (\ref{tail}) within 2\%.

\section{Where one form factor is not enough}

The density formula loses its basis when the coupling depends on phonon direction. For the valleys with $m_z=0.916\,m_0$ the valley axis is the channel normal. With $\theta$ measured from it, take longitudinal coupling $\Xi_d+\Xi_u\cos^2\theta$ and transverse coupling $\Xi_u\sin\theta\cos\theta$. These weights must stay inside the $q_z$ integral. Since the thermal strength of each branch is inversely proportional to its squared sound speed, the constant $D$ that gives the same elastic rate is
\begin{equation}
D_{\rm eff}^2=\frac{\int|I_{mn}|^2\left\langle(\Xi_d+\Xi_u\cos^2\theta)^2+\frac{u^2}{u_t^2}\,\Xi_u^2\sin^2\theta\cos^2\theta\right\rangle dq_z}{\int|I_{mn}|^2dq_z},
\end{equation}
where $u_t=5400$ m/s is the transverse sound speed and the brackets average over the angle between the initial and final in-plane wavevectors. For rough values $\Xi_d=1.1$ eV and $\Xi_u=10.5$ eV, $D_{\rm eff}$ is 8.95 eV for 11 and 11.18 eV for 12. The intersubband rate thus gains a factor $(11.18/8.95)^2=1.56$ relative to the intrasubband one. The zero of $I_{12}$ at $q_z=0$ favours steeper phonons: changing only the overlap gives a factor 1.50, changing only the final in-plane momentum gives 1.06. Whether steeper phonons couple more strongly depends on $\Xi_d$, which is poorly known. A second set, $\Xi_d=-11.7$ eV and $\Xi_u=9.0$ eV, gives 10.23 eV for 11 and 8.39 eV for 12, and the factor becomes 0.67. All four values refer to isotropic sound speeds and to the total energy of the table. With the cubic elastic constants of silicon ($c_{11}=165.7$, $c_{12}=63.9$, $c_{44}=79.6$ GPa) they become 9.55 and 12.13 eV (factor 1.61) and 10.56 and 8.49 eV (factor 0.65). With isotropic speeds and kinetic energies of 26 and 5 meV in subband 1, the 11 value is 9.73 and 10.82 eV for the first set and 9.58 and 7.81 eV for the second.

Restoring phonon energies and Bose occupation changes the 11 and 12 rates by 0.1 and 0.4\% at 300 K for the electron of the table. Slower electrons lose part of the emission: the full 11 rate is 0.88 of the elastic one at a kinetic energy of 5 meV and 0.67 at 2 meV, and its Boltzmann average is about 6\% lower, or about 10\% at 0.5 MV/cm or in a 3 nm well. At 77 K, with the envelopes and electron energy held fixed, the full rates exceed the elastic ones by 5 and 9\%. That electron is hot at 77 K; for a kinetic energy $k_BT=6.6$ meV in subband 1, which cannot supply a phonon of higher energy, the full 11 rate is about 7\% below the elastic one. When $u$ was reduced a hundredfold, the full sum and (\ref{rate}) agreed within $10^{-3}$, which tests the prefactor.

The example resembles a thin silicon-on-insulator channel near threshold, with $10^{11}$ electrons per cm$^2$. A strongly turned-on transistor holds roughly ten to a hundred times more, and its potential must then be found self-consistently. Here space charge lowers $F_{11}$ by 3.5\% if all electrons occupy subband 1 and the front field is fixed; penetration into a 3.1 eV oxide barrier, with oxide mass $0.5\,m_0$, lowers it by 0.1\%. Static screening, estimated at kinetic energy $k_BT$ for a layer of zero thickness and the long-wavelength polarizability, multiplies the 11 rate by 0.82 with the silicon dielectric constant and by 0.63 with that of the oxide. This overstates the effect: with the silicon constant, the finite thickness and the wavevector dependence of the polarizability give 0.87 at $k_BT$ and about 0.92 at the 55 meV of the table. With the two sets of anisotropic potentials above, the 11 rate is $(8.95/12)^2=0.56$ or $(10.23/12)^2=0.73$ of the tabulated value. These are separate estimates and should not be multiplied together.

Other valleys matter for a channel average: the ladder with $m_z=0.19\,m_0$ holds an estimated 49\% of the electrons with hard walls, and the form factor within its lowest subband is 0.19 nm$^{-1}$. This light ladder is more sensitive to the barrier: with the oxide above, the values become 54\% and 0.18 nm$^{-1}$. Nonparabolicity, with a rough parameter of 0.5 eV$^{-1}$, raises the density of states at the example's energy by about 7\% in subband 1 and 5\% in subband 2. One 62 meV intervalley branch, with a rough coupling of $1.1\times10^9$ eV/cm, adds 9\% of $\Gamma_{11}$ by absorption into the lowest subband of the other valley; counting all four subbands open at the final energy raises this to about 21\%. Its emission would add about as much as $\Gamma_{11}$ itself, but needs 62 meV of kinetic energy; the electron here has $92.85-37.62\simeq55.2$ meV in subband 1. Surface roughness, confined phonons and other intervalley branches were not sized, so these rates do not predict a mobility.

\section{Choosing the setting}

Use density overlaps for single-component envelopes, bulk-like phonons, constant $D$, equipartition, and kinetic energies well above the energy $\hbar uq$ of the phonons that dominate the overlap. Refine $h$ until the extrapolated value is stable, using the actual tilted potential. In this example 0.4 nm already brings the error of $F_{11}$ below the uncertainties of the physical model; the error depends on the pair and the field: for $F_{11}$ and $F_{12}$ it grows with the field, while that of $F_{22}$ changes sign between 0.10 and 0.15 MV/cm. At this spacing $F_{12}$ is 0.9\% too large and $F_{22}$ 0.08\% too small; at 0.5 MV/cm the errors of $F_{11}$ and $F_{12}$ reach 1.0 and 4.0\%. A 4 nm well at 0.10 MV/cm is closer to flat, and its $F_{11}$ error is only 0.07\%. Each pair and field needs its own check.

Use the wavevector integral when direction, phonon energy or screening must weight the coupling. For the unweighted integral, take $\Delta q\le2\pi/W$, which is 0.785 nm$^{-1}$ here, and estimate $Q$ from (\ref{tail}), or from (\ref{cut}) in a nearly flat well, with a margin: in this example the true loss of the continuous integral is 1.4 to 2.0 times (\ref{tail}) at $Q=4$ nm$^{-1}$ and 3.5 to 11 times at 2 nm$^{-1}$. At exactly $\Delta q=2\pi/W$ every sample has $e^{iqW}=1$, so the cross term survives and the missing part of the sum scales with $[p''(W)-p''(0)]^2$; in the flat well it vanishes for 11 and 22 and is twice (\ref{tail}) for 12. If the envelopes enter the barriers, the spacing is strictly exact only when $W$ spans their whole computational domain; for the 3.1 eV oxide above, $\Delta q=0.785$ nm$^{-1}$ still errs by less than $10^{-5}$. The tail law (\ref{tail}) then fails at large $Q$, where kinks or jumps of curvature at the interfaces control the decay of $I_{mn}$: with this oxide the loss stays close to its hard-wall value up to about 8 nm$^{-1}$, but is about 1.5 times (\ref{tail}) at 16 nm$^{-1}$ and over 3 times at 32 nm$^{-1}$. $Q$ should then be converged directly. A weight that varies with $q_z$ can require finer sampling and a different cutoff, so both must then be converged afresh.

\section*{Computed results}
\begin{verbatim}
width 8.0 nm, field 0.10 MV/cm, T 300 K
masses: normal 0.916, in-plane 0.19 m0
D 12.0 eV, density 2329 kg/m3, sound 9000.0 km/s
sheet density 1.0e+11 cm^-2, kT 25.85 meV
flat well grid F11 0.187500, F12 0.125000 1/nm
levels E1 37.62, E2 67.00, E3 99.52 meV
total energy for rates 92.85 meV
F11 grid, h=0.08/0.04/0.02 nm: 0.2605955 0.2605697 0.2605632 1/nm
F11 extrapolated 0.2605611, Fourier 0.2605611 1/nm
  effective width 3.838 nm, grid order 2.000
  missing tail / tail law at 30 1/nm: 1.0057
  relative error at dq=4pi/W: +8.159e-02
  fraction for |qz|<1,2,4 1/nm: 0.86520 0.99373 0.99992
  elastic rate 3.121 1/ps
F12 grid, h=0.08/0.04/0.02 nm: 0.1108802 0.1108517 0.1108446 1/nm
F12 extrapolated 0.1108423, Fourier 0.1108423 1/nm
  effective width 9.022 nm, grid order 2.001
  missing tail / tail law at 30 1/nm: 1.0072
  relative error at dq=4pi/W: -4.615e-01
  fraction for |qz|<1,2,4 1/nm: 0.52662 0.96897 0.99975
  elastic rate 1.328 1/ps
F22 grid, h=0.08/0.04/0.02 nm: 0.2015359 0.2015409 0.2015421 1/nm
F22 extrapolated 0.2015425, Fourier 0.2015425 1/nm
  effective width 4.962 nm, grid order 2.000
  missing tail / tail law at 30 1/nm: 1.0153
  relative error at dq=4pi/W: +6.591e-01
  fraction for |qz|<1,2,4 1/nm: 0.75145 0.96411 0.99980
  elastic rate 2.414 1/ps
coarse grid h 0.4 nm: F11 0.261427 1/nm
  same-grid Parseval mismatch below 1e-12: True
  true relative error +3.325e-03
full/elastic rate 11: 300 K 1.0011, 77 K 1.0528
full/elastic rate 12: 300 K 1.0038, 77 K 1.0936
anisotropic potentials Xi_d 1.1, Xi_u 10.5 eV, transverse sound 5400.0 km/s
  effective D: 11 8.95, 12 11.18 eV
oxide penetration (3.1 eV, 0.5 m0): F11 -0.12 %
space charge: F11 -3.53 %
screening factor: Si dielectric 0.821, oxide 0.633
band-bottom occupancy estimate 0.0244
primed ladder: E1' 68.71 meV, F11' 0.1935 1/nm, share 0.486
nonparabolic state-density excess 5.52 %
g-phonon 62 meV, coupling 1.1e+09 eV/cm
  absorption/acoustic 0.092, emission/acoustic 1.012
\end{verbatim}
